**Gas response times with a metallic and a poisoned target**

The program tests the estimate τ = V/(S+S_g), where V is the chamber volume, S the pump speed and S_g the gettering speed of bare metal on the walls and target. It asserts that this time agrees within 2% with the fast eigenvalue of a three-variable model of gas density and two surface coverages, and that the poisoned response agrees with V/S within 5%. It also asserts conservation of reactive atoms, the prompt fraction of the metallic response, and equal initial slopes δQ/V after a flow step δQ. The critical pump speed from the static flow curve is compared with the speed at which the dynamic eigenvalue vanishes, and a finite-volume slab tests the mixing correction. The output gives a metallic gas time of 0.016 s against V/S = 0.50 s, or 0.018 s with mixing included. It also shows a slow metallic tail of 0.61 s, and a growing disturbance at an intermediate density when the pump is weakened to 3.0×10²⁸ Å³/s.

## Verification by program

```python
"""
Result under test: in reactive sputtering the gas density relaxes in
    tau = V / (S + S_g),  S_g = (s v/4) [A_c (1-theta_c) + A_t (1-theta_t)]
in metallic mode, but in about V/S deep in poisoned mode. Fixed flow is
unstable between the modes only if S is below a critical pump speed.
V volume, S pump speed, s sticking probability, v mean molecular speed,
A_c wall area receiving metal, A_t target area, theta_c and theta_t their
compound coverages. Each diatomic molecule makes two compound units.
Numbers are in eV, angstrom (A) and seconds; the mean speed is evaluated
in atomic units and then converted. All chamber data are model parameters.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigvalsh_tridiagonal
from scipy.optimize import brentq

# Model parameters
volume = 5.0e28            # A^3
pump = 1.0e29              # A^3/s
weak_pump = 3.0e28         # A^3/s, used only for the instability example
wall_area = 3.0e19         # A^2
target_area = 1.0e18       # A^2
sticking = 0.1
temperature = 0.025        # eV
rest_energy = 3.0e10       # eV, molecular mass times c^2
ion_flux = 10.0            # ions/(A^2 s)
yield_metal = 0.5
yield_compound = 0.1
sites = 0.1                # sites/A^2
diffusivity = 4.0e20       # A^2/s, reactive gas in the working gas
flow_metallic = 2.5e17     # molecules/s
flow_poisoned = 8.0e18     # molecules/s
step = 0.03                # relative flow step

# Mean speed in atomic units, then in A/s
hartree = const.value("Hartree energy in eV")
time_au = const.value("atomic unit of time")
bohr = const.value("Bohr radius") * 1e10
electron_rest = const.m_e * const.c**2 / const.e
T_au = temperature / hartree
m_au = rest_energy / electron_rest
speed_au = np.sqrt(8 * T_au / (np.pi * m_au))
speed = speed_au * bohr / time_au

# One-sided flux per unit density from the Maxwell distribution
width = np.sqrt(T_au / m_au)
flux_quad = width * quad(
    lambda x: x * np.exp(-x * x / 2) / np.sqrt(2 * np.pi), 0, 12)[0]
assert abs(flux_quad / (speed_au / 4) - 1) < 1e-8

metal_supply = ion_flux * yield_metal * target_area / wall_area
compound_supply = ion_flux * yield_compound * target_area / wall_area


def rates(n, th_t, th_c, flow, out=pump):
    """Time derivatives of density and the two coverages; out = pump speed."""
    hit = sticking * n * speed / 4
    bare = target_area * (1 - th_t) + wall_area * (1 - th_c)
    dn = (flow - out * n - hit * bare) / volume
    dt = (2 * hit * (1 - th_t) - ion_flux * yield_compound * th_t) / sites
    dc = ((2 * hit + compound_supply * th_t) * (1 - th_c)
          - metal_supply * (1 - th_t) * th_c) / sites
    return np.array([dn, dt, dc])


def steady_at_density(n):
    """Steady coverages and the gettered flow at density n."""
    hit = sticking * n * speed / 4
    th_t = 2 * hit / (2 * hit + ion_flux * yield_compound)
    gain = 2 * hit + compound_supply * th_t
    th_c = gain / (gain + metal_supply * (1 - th_t))
    bare = target_area * (1 - th_t) + wall_area * (1 - th_c)
    return th_t, th_c, hit * bare


def steady_at_flow(flow):
    def mismatch(log_n):
        n = np.exp(log_n)
        return (pump * n + steady_at_density(n)[2]) / flow - 1
    n = np.exp(brentq(mismatch, np.log(1e-18), np.log(1e-8), xtol=1e-13))
    th_t, th_c, _ = steady_at_density(n)
    return n, th_t, th_c


def jacobian(state, flow, out=pump):
    """Central differences, density measured in units of its steady value."""
    scale = np.array([state[0], 1.0, 1.0])
    matrix = np.zeros((3, 3))
    for k in range(3):
        shift = np.zeros(3)
        shift[k] = 1e-4 * scale[k]
        plus = rates(*(np.array(state) + shift), flow, out)
        minus = rates(*(np.array(state) - shift), flow, out)
        matrix[:, k] = (plus - minus) / 2e-4 / scale
    return matrix


def leading_rate(n, out):
    """Largest real part of the eigenvalues at the steady state of density n."""
    th_t, th_c, gettered = steady_at_density(n)
    matrix = jacobian((n, th_t, th_c), out * n + gettered, out)
    return max(np.linalg.eigvals(matrix).real)


def getter_speed(state):
    _, th_t, th_c = state
    return sticking * speed / 4 * (target_area * (1 - th_t)
                                   + wall_area * (1 - th_c))


def step_response(state, flow, tau):
    """63.2 % time, initial slope relative to dQ/V, final density change."""
    n0 = state[0]
    new_flow = flow * (1 + step)
    final = steady_at_flow(new_flow)[0] / n0 - 1

    def rhs(_, y):
        return rates(y[0] * n0, y[1], y[2], new_flow) / np.array([n0, 1, 1])

    run = solve_ivp(rhs, (0, 6 * volume / pump), [1, state[1], state[2]],
                    method="Radau", rtol=1e-9, atol=1e-12,
                    dense_output=True, max_step=0.02)
    assert run.success
    t63 = brentq(lambda t: (run.sol(t)[0] - 1) / final - (1 - np.exp(-1)),
                 0, 6 * volume / pump)
    early = 0.01 * tau
    slope = (run.sol(early)[0] - 1) * n0 / early
    return t63, slope / (step * flow / volume), final * n0


metal = steady_at_flow(flow_metallic)
poison = steady_at_flow(flow_poisoned)
tau_pump = volume / pump
speed_getter = getter_speed(metal)
tau_getter = volume / speed_getter
tau_metal = 1 / (1 / tau_pump + 1 / tau_getter)

# Reactive atoms are conserved: those not pumped are buried in the film
for state, flow in ((metal, flow_metallic), (poison, flow_poisoned)):
    buried = wall_area * state[2] * (metal_supply * (1 - state[1])
                                     + compound_supply * state[1]) / 2
    assert abs((pump * state[0] + buried) / flow - 1) < 1e-8

# Eigenvalues of the full model against the two time estimates
eig_m, vec_m = np.linalg.eig(jacobian(metal, flow_metallic))
eig_p = np.linalg.eigvals(jacobian(poison, flow_poisoned))
assert max(eig_m.real) < 0 and max(eig_p.real) < 0
fast = int(np.argmin(eig_m.real))
tau_fast_full = -1 / eig_m[fast].real
tau_tail = -1 / max(eig_m.real)
tau_poison_full = -1 / max(eig_p.real)
tau_surface_poison = -1 / np.sort(eig_p.real)[1]
assert abs(tau_fast_full / tau_metal - 1) < 0.02
assert abs(tau_poison_full / tau_pump - 1) < 0.05
assert tau_surface_poison < 0.1 * tau_poison_full

# Prompt fraction of the final pressure change in metallic mode;
# the estimate omits target coverage, hence the few-percent tolerance
coef = np.linalg.solve(vec_m, np.array([1.0, 0.0, 0.0]))
parts = -vec_m[0] * coef / eig_m
prompt_full = (parts[fast] / parts.sum()).real
clean = sticking * speed * wall_area / 4
free = 1 - metal[2]
prompt_estimate = (pump + clean * free**2) / (pump + clean * free)
assert abs(prompt_full - prompt_estimate) < 0.03

# Nonlinear responses to a small flow step
t63_m, slope_m, change_m = step_response(metal, flow_metallic, tau_metal)
t63_p, slope_p, change_p = step_response(poison, flow_poisoned, tau_pump)
assert tau_metal < t63_m < 1.4 * tau_metal
assert abs(t63_p / tau_pump - 1) < 0.05
assert abs(slope_m - 1) < 0.02 and abs(slope_p - 1) < 0.02
static_m = step * flow_metallic / change_m
static_p = step * flow_poisoned / change_p
assert abs(static_m / (pump + clean * free**2) - 1) < 0.08
assert abs(static_p / pump - 1) < 0.05

# Critical pump speed: steepest fall of gettering on the static curve,
# compared with the pump speed at which the dynamic eigenvalue vanishes
grid = np.geomspace(metal[0], poison[0], 4000)
gettered = np.array([steady_at_density(n)[2] for n in grid])
getter_slope = np.gradient(gettered, grid)
worst = int(np.argmin(getter_slope))
n_mid = grid[worst]
critical_static = -getter_slope[worst]
assert critical_static > 0
critical_dynamic = brentq(lambda out: leading_rate(n_mid, out),
                          0.1 * critical_static, 10 * critical_static,
                          xtol=1e-8 * critical_static)
assert abs(critical_dynamic / critical_static - 1) < 1e-3
# The chosen pump is above the threshold, the weak one below it
assert weak_pump < critical_static < pump
assert all(leading_rate(n, pump) < 0 for n in grid[::40])
rate_mid = leading_rate(n_mid, pump)
growth = leading_rate(n_mid, weak_pump)
assert rate_mid < 0 < growth
middle = (n_mid, *steady_at_density(n_mid)[:2])
tau_mid_gas = volume / (weak_pump + getter_speed(middle))
weak_flow = weak_pump * n_mid + gettered[worst]

# Mixing: finite-volume slab with one gettering face
depth = volume / wall_area
wall_velocity = sticking * free * speed / 4
cells = 400
dx = depth / cells
link = diffusivity / dx**2
diag = np.full(cells, 2 * link)
diag[0] = link
diag[-1] = link + 1 / (1 / wall_velocity + dx / (2 * diffusivity)) / dx
lowest = eigvalsh_tridiagonal(diag, np.full(cells - 1, -link),
                              select="i", select_range=(0, 0))[0]
tau_slab = 1 / lowest
tau_mix = depth**2 / (3 * diffusivity)
tau_slab_estimate = depth / wall_velocity + tau_mix
assert abs(tau_slab / tau_slab_estimate - 1) < 0.01
tau_metal_mixed = 1 / (1 / tau_pump + 1 / (tau_getter + tau_mix))
sticking_equal = 4 * pump / (speed * wall_area)

litres = 1e-27             # litres per cubic angstrom
print(f"V = {volume:.2e} A^3; S = {pump:.2e} A^3/s")
print(f"Wall area = {wall_area:.2e}, target area = {target_area:.2e} A^2")
print(f"Sticking s = {sticking:.2f}; T = {temperature:.3f} eV")
print(f"Molecular rest energy = {rest_energy:.2e} eV")
print(f"Ion flux = {ion_flux:.1f} /(A^2 s); sites N = {sites:.2f} /A^2")
print(f"Yields: metal {yield_metal:.2f}, compound {yield_compound:.2f}")
print(f"Diffusivity D = {diffusivity:.2e} A^2/s")
print(f"Mean speed = {speed:.4e} A/s")
print(f"Metal supply M = {metal_supply:.4f} /(A^2 s)")
print(f"Compound supply C = {compound_supply:.4f} /(A^2 s)")
for name, state, flow in (("Metallic", metal, flow_metallic),
                          ("Poisoned", poison, flow_poisoned)):
    print(f"{name}: flow = {flow:.2e} molecules/s")
    print(f"{name}: density = {state[0]:.4e} /A^3")
    print(f"{name}: partial pressure = {state[0]*temperature:.3e} eV/A^3")
    print(f"{name}: target coverage = {state[1]:.4f}")
    print(f"{name}: wall coverage = {state[2]:.5f}")
print(f"Clean-wall speed S_0 = {clean:.4e} A^3/s")
print(f"Metallic getter speed S_g = {speed_getter:.4e} A^3/s")
print(f"Same S_g = {speed_getter*litres:.0f} L/s")
print(f"Wall share of S_g = {clean*free/speed_getter:.4f}")
print(f"Pumping time V/S = {tau_pump:.4f} s = {tau_pump/time_au:.3e} a.u.")
print(f"Getter time V/S_g = {tau_getter:.5f} s"
      f" = {tau_getter/time_au:.3e} a.u.")
print(f"Combined metallic time = {tau_metal:.5f} s")
print(f"Full-model metallic gas time = {tau_fast_full:.5f} s")
print(f"Full-model poisoned time = {tau_poison_full:.4f} s")
print(f"Slower poisoned surface time = {tau_surface_poison:.5f} s")
print(f"Ratio (V/S)/(combined time) = {tau_pump/tau_metal:.1f}")
print(f"Metallic slow-tail time = {tau_tail:.3f} s")
print(f"Prompt fraction: estimate {prompt_estimate:.4f},"
      f" full {prompt_full:.4f}")
print(f"Relative flow step = {step:.3f}")
print(f"63.2 % time: metallic {t63_m:.5f} s, poisoned {t63_p:.4f} s")
print(f"Ratio of 63.2 % times = {t63_p/t63_m:.1f}")
print(f"Initial slope/(dQ/V): metallic {slope_m:.4f},"
      f" poisoned {slope_p:.4f}")
print(f"Static dQ/dn, metallic = {static_m:.4e} A^3/s")
print(f"Static dQ/dn, poisoned = {static_p:.4e} A^3/s")
print(f"Critical pump speed, static curve = {critical_static:.4e} A^3/s")
print(f"Critical pump speed, eigenvalue = {critical_dynamic:.4e} A^3/s")
print(f"Density of steepest getter fall = {n_mid:.3e} /A^3")
print(f"There, pump S: slowest decay time = {-1/rate_mid:.3f} s")
print(f"Weak pump speed = {weak_pump:.2e} A^3/s")
print(f"There, weak pump: flow = {weak_flow:.3e} molecules/s")
print(f"There, weak pump: dQ/dn = {weak_pump-critical_static:.3e} A^3/s")
print(f"There, weak pump: frozen gas time = {tau_mid_gas:.4f} s")
print(f"There, weak pump: growth time = {1/growth:.3f} s")
print(f"Slab depth V/A_c = {depth:.4e} A")
print(f"Mixing time L^2/(3D) = {tau_mix:.5f} s")
print(f"Slab time: estimate {tau_slab_estimate:.5f},"
      f" numerical {tau_slab:.5f} s")
print(f"Metallic time with mixing = {tau_metal_mixed:.5f} s")
print(f"Ratio with mixing = {tau_pump/tau_metal_mixed:.1f}")
print(f"Sticking for S_0 = S: {sticking_equal:.5f}")
print("checks complete")
```

Output:

```
V = 5.00e+28 A^3; S = 1.00e+29 A^3/s
Wall area = 3.00e+19, target area = 1.00e+18 A^2
Sticking s = 0.10; T = 0.025 eV
Molecular rest energy = 3.00e+10 eV
Ion flux = 10.0 /(A^2 s); sites N = 0.10 /A^2
Yields: metal 0.50, compound 0.10
Diffusivity D = 4.00e+20 A^2/s
Mean speed = 4.3672e+12 A/s
Metal supply M = 0.1667 /(A^2 s)
Compound supply C = 0.0333 /(A^2 s)
Metallic: flow = 2.50e+17 molecules/s
Metallic: density = 7.9085e-14 /A^3
Metallic: partial pressure = 1.977e-15 eV/A^3
Metallic: target coverage = 0.0170
Metallic: wall coverage = 0.09817
Poisoned: flow = 8.00e+18 molecules/s
Poisoned: density = 7.3836e-11 /A^3
Poisoned: partial pressure = 1.846e-12 eV/A^3
Poisoned: target coverage = 0.9416
Poisoned: wall coverage = 0.99940
Clean-wall speed S_0 = 3.2754e+30 A^3/s
Metallic getter speed S_g = 3.0612e+30 A^3/s
Same S_g = 3061 L/s
Wall share of S_g = 0.9649
Pumping time V/S = 0.5000 s = 2.067e+16 a.u.
Getter time V/S_g = 0.01633 s = 6.753e+14 a.u.
Combined metallic time = 0.01582 s
Full-model metallic gas time = 0.01577 s
Full-model poisoned time = 0.5082 s
Slower poisoned surface time = 0.00616 s
Ratio (V/S)/(combined time) = 31.6
Metallic slow-tail time = 0.609 s
Prompt fraction: estimate 0.9050, full 0.9012
Relative flow step = 0.030
63.2 % time: metallic 0.01901 s, poisoned 0.5079 s
Ratio of 63.2 % times = 26.7
Initial slope/(dQ/V): metallic 0.9950, poisoned 0.9947
Static dQ/dn, metallic = 2.8556e+30 A^3/s
Static dQ/dn, poisoned = 9.8565e+28 A^3/s
Critical pump speed, static curve = 6.6813e+28 A^3/s
Critical pump speed, eigenvalue = 6.6813e+28 A^3/s
Density of steepest getter fall = 4.416e-12 /A^3
There, pump S: slowest decay time = 2.785 s
Weak pump speed = 3.00e+28 A^3/s
There, weak pump: flow = 1.530e+18 molecules/s
There, weak pump: dQ/dn = -3.681e+28 A^3/s
There, weak pump: frozen gas time = 0.1443 s
There, weak pump: growth time = 2.425 s
Slab depth V/A_c = 1.6667e+09 A
Mixing time L^2/(3D) = 0.00231 s
Slab time: estimate 0.01924, numerical 0.01930 s
Metallic time with mixing = 0.01798 s
Ratio with mixing = 27.8
Sticking for S_0 = S: 0.00305
checks complete
```
